# Shifting the energy zero in a nonorthogonal tight-binding model: verification in Python

```python
"""
Result under test: in a nonorthogonal basis a change of energy zero by c is
H -> H + c S (S = overlap matrix), which shifts every level by c.
Adding c to the on-site elements only, H -> H + c I, is not a rigid shift.

Symbols: e, t, s = on-site energy, nearest-neighbour hopping and overlap of a
chain with one orbital per cell; c = shift; K = Wolfsberg-Helmholz factor.
Energies are in eV, lengths in nm. Levels solve H C = E S C.
"""
import numpy as np
from scipy.linalg import eigh
from scipy.constants import hbar, m_e, elementary_charge


def lowdin(H, S):
    w, U = np.linalg.eigh(S)
    X = (U / np.sqrt(w)) @ U.T
    return X @ H @ X


def row(values):
    return "  ".join(f"{v:.4f}" for v in values)


c = 5.0

# ---- Three unequal wells: matrix elements from their definition ----
kin = hbar**2 / (2 * m_e) / elementary_charge * 1e18   # eV nm^2
sigma, well_width = 0.10, 0.10
centres = np.array([0.0, 0.25, 0.55])
depths = np.array([10.0, 12.0, 9.0])
x = np.linspace(-1.5, 2.05, 7101)
dx = x[1] - x[0]
rel = x[None, :] - centres[:, None]
phi = (np.pi * sigma**2) ** -0.25 * np.exp(-rel**2 / (2 * sigma**2))
dphi = -rel / sigma**2 * phi
V = -(depths[:, None] * np.exp(-rel**2 / (2 * well_width**2))).sum(axis=0)


def hamiltonian(offset):
    """Integrate kinetic energy and the potential V(x) + offset."""
    return (kin * dphi @ dphi.T + (phi * (V + offset)) @ phi.T) * dx


S3 = np.exp(-(centres[:, None] - centres[None, :])**2 / (4 * sigma**2))
H3, H3_true = hamiltonian(0.0), hamiltonian(c)
H3_site = H3 + c * np.eye(3)
assert np.allclose(H3_true, H3 + c * S3, atol=1e-9)

E3, C3 = eigh(H3, S3)
E3_true, C3_true = eigh(H3_true, S3)
E3_site, C3_site = eigh(H3_site, S3)
assert np.allclose(E3_true, E3 + c, atol=1e-9)
same_true = abs(C3[:, 0] @ S3 @ C3_true[:, 0])
same_site = abs(C3[:, 0] @ S3 @ C3_site[:, 0])
assert abs(same_true - 1) < 1e-9 and same_site < 0.999

# Initial slope of levels under the on-site-only change
h = 1e-3
slope_fd = (eigh(H3 + h * np.eye(3), S3, eigvals_only=True)
            - eigh(H3 - h * np.eye(3), S3, eigvals_only=True)) / (2 * h)
slope = (C3**2).sum(axis=0)
assert np.allclose(slope_fd, slope, atol=1e-5)

# Bounds and mean of the finite on-site-only shifts
s_eig = np.linalg.eigvalsh(S3)
shift3 = E3_site - E3
assert np.all(shift3 > c / s_eig[-1] - 1e-9)
assert np.all(shift3 < c / s_eig[0] + 1e-9)
mean3 = c * np.trace(np.linalg.inv(S3)) / 3
assert abs(shift3.mean() - mean3) < 1e-9 and mean3 > c


def invariant(H):
    d = np.diag(H)
    return H - S3 * (d[:, None] + d[None, :]) / 2


assert np.allclose(invariant(H3), invariant(H3_true), atol=1e-9)
assert not np.allclose(invariant(H3), invariant(H3_site), atol=1e-2)
assert np.allclose(lowdin(H3_true, S3) - lowdin(H3, S3),
                   c * np.eye(3), atol=1e-9)

# ---- Chain, diagonalized as a ring ----
N = 40
e, t, s = -5.0, -2.0, 0.2
A = np.roll(np.eye(N), 1, axis=0) + np.roll(np.eye(N), -1, axis=0)
S = np.eye(N) + s * A
ka = 2 * np.pi * np.arange(N) / N
bloch = np.exp(1j * np.outer(np.arange(N), ka)) / np.sqrt(N)
Sk = 1 + 2 * s * np.cos(ka)


def ring(site, hop):
    """Diagonalize; check band, Bloch states and width formula."""
    H = site * np.eye(N) + hop * A
    levels = eigh(H, S, eigvals_only=True)
    band = hop / s + (site - hop / s) / Sk
    assert np.allclose(levels, np.sort(band), atol=1e-9)
    assert np.allclose(H @ bloch, (S @ bloch) * band, atol=1e-9)
    width = 4 * abs(hop - site * s) / (1 - 4 * s**2)
    assert abs(np.ptp(levels) - width) < 1e-9
    return levels, lowdin(H, S)


E0, L0 = ring(e, t)
E_true, L_true = ring(e + c, t + c * s)
E_site, L_site = ring(e + c, t)
assert np.allclose(E_true, E0 + c, atol=1e-9)
# Here both bands rise from k = 0 to the zone edge, so sorting keeps k order
assert np.allclose(E_site - E0, np.sort(c / Sk), atol=1e-9)
root = np.sqrt(1 - 4 * s**2)
mean_shift = (E_site - E0).mean()
assert abs(mean_shift - c / root) < 1e-9

r = (1 - root) / (2 * s)
for site, hop, L in ((e, t, L0), (e + c, t + c * s, L_true),
                     (e + c, t, L_site)):
    for m in range(4):
        formula = (site - hop / s) * (-r)**m / root + (hop / s) * (m == 0)
        assert abs(L[0, m] - formula) < 1e-9

c_nohop = -t / s
E_nohop, _ = ring(e + c_nohop, t + c_nohop * s)
assert abs(t + c_nohop * s) < 1e-12
assert np.allclose(E_nohop, E0 + c_nohop, atol=1e-9)
c_flat = t / s - e
E_flat, _ = ring(e + c_flat, t)
assert np.ptp(E_flat) < 1e-9

# Wolfsberg-Helmholz hopping recomputed after moving the on-site energy
K = 1.75
wh_sites = [e - c, e, e + c]
wh_widths = [np.ptp(ring(q, K * s * q)[0]) for q in wh_sites]
for q, w in zip(wh_sites, wh_widths):
    assert abs(w - 4 * (K - 1) * s * abs(q) / (1 - 4 * s**2)) < 1e-9
E_wh, _ = ring(e, K * s * e)
E_wh_ok, _ = ring(e + c, K * s * e + c * s)
assert np.allclose(E_wh_ok, E_wh + c, atol=1e-9)

# ---- Output ----
print(f"CHAIN: e = {e:.1f} eV, t = {t:.1f} eV, s = {s:.1f}, c = {c:.1f} eV")
print(f"Ring sites: {N}")
print(f"S(k) at k=0 and zone edge: {row([Sk[0], Sk[N // 2]])}")
print(f"Correctly shifted hopping: {t + c * s:.4f} eV")
print(f"Invariant t - e s: {t - e * s:.4f} eV")
for name, E, L in (("original", E0, L0), ("true shift", E_true, L_true),
                   ("on-site only", E_site, L_site)):
    print(f"{name}: band bottom, top, width (eV): "
          f"{row([E[0], E[-1], np.ptp(E)])}")
    print(f"{name}: Lowdin L0, L1, L2 (eV): {row(L[0, :3])}")
print(f"On-site-only shift at k=0, zone edge (eV): "
      f"{row([E_site[0] - E0[0], E_site[-1] - E0[-1]])}")
print(f"On-site-only mean shift: {mean_shift:.4f} eV")
print(f"Lowdin decay ratio r: {r:.4f}")
print(f"True shift that removes hopping: {c_nohop:.4f} eV")
print(f"  on-site energy there: {e + c_nohop:.4f} eV")
print(f"  band bottom, top, width (eV): "
      f"{row([E_nohop[0], E_nohop[-1], np.ptp(E_nohop)])}")
print(f"On-site-only change giving a flat band: {c_flat:.4f} eV")
print(f"  flat-band energy: {E_flat.mean():.4f} eV")
print(f"  flat-band width: {np.ptp(E_flat):.4f} eV")
print(f"Wolfsberg-Helmholz K = {K:.2f}, hopping at e: {K * s * e:.4f} eV")
for q, w in zip(wh_sites, wh_widths):
    print(f"  rule applied at on-site {q:.1f} eV: width {w:.4f} eV")
print(f"  finished matrix shifted by cS: width {np.ptp(E_wh_ok):.4f} eV")
print(f"THREE WELLS: centres (nm): {row(centres)}")
print(f"Well depths (eV): {row(depths)}")
print(f"Orbital sigma, well width (nm): {row([sigma, well_width])}")
print(f"Overlaps S12, S23, S13: {row([S3[0, 1], S3[1, 2], S3[0, 2]])}")
print(f"On-site energies, c=0 (eV): {row(np.diag(H3))}")
print(f"H12, H23 with c=0 (eV): {row([H3[0, 1], H3[1, 2]])}")
print(f"H12, H23 with V+c (eV): {row([H3_true[0, 1], H3_true[1, 2]])}")
print(f"Levels, c=0 (eV): {row(E3)}")
print(f"Levels, V+c (eV): {row(E3_true)}")
print(f"Levels, on-site only (eV): {row(E3_site)}")
print(f"On-site-only level shifts (eV): {row(shift3)}")
print(f"Bounds c/s_max, c/s_min (eV): {row([c / s_eig[-1], c / s_eig[0]])}")
print(f"Mean on-site-only shift: {mean3:.4f} eV")
print(f"Initial slopes dE/dc: {row(slope)}")
print(f"Ground-state overlap with original, V+c: {same_true:.4f}")
print(f"Ground-state overlap with original, on-site only: {same_site:.4f}")
print("verified")
```

It prints:

```
CHAIN: e = -5.0 eV, t = -2.0 eV, s = 0.2, c = 5.0 eV
Ring sites: 40
S(k) at k=0 and zone edge: 1.4000  0.6000
Correctly shifted hopping: -1.0000 eV
Invariant t - e s: -1.0000 eV
original: band bottom, top, width (eV): -6.4286  -1.6667  4.7619
original: Lowdin L0, L1, L2 (eV): -4.5446  -1.1386  0.2376
true shift: band bottom, top, width (eV): -1.4286  3.3333  4.7619
true shift: Lowdin L0, L1, L2 (eV): 0.4554  -1.1386  0.2376
on-site only: band bottom, top, width (eV): -2.8571  6.6667  9.5238
on-site only: Lowdin L0, L1, L2 (eV): 0.9109  -2.2772  0.4753
On-site-only shift at k=0, zone edge (eV): 3.5714  8.3333
On-site-only mean shift: 5.4554 eV
Lowdin decay ratio r: 0.2087
True shift that removes hopping: 10.0000 eV
  on-site energy there: 5.0000 eV
  band bottom, top, width (eV): 3.5714  8.3333  4.7619
On-site-only change giving a flat band: -5.0000 eV
  flat-band energy: -10.0000 eV
  flat-band width: 0.0000 eV
Wolfsberg-Helmholz K = 1.75, hopping at e: -1.7500 eV
  rule applied at on-site -10.0 eV: width 7.1429 eV
  rule applied at on-site -5.0 eV: width 3.5714 eV
  rule applied at on-site 0.0 eV: width 0.0000 eV
  finished matrix shifted by cS: width 3.5714 eV
THREE WELLS: centres (nm): 0.0000  0.2500  0.5500
Well depths (eV): 10.0000  12.0000  9.0000
Orbital sigma, well width (nm): 0.1000  0.1000
Overlaps S12, S23, S13: 0.2096  0.1054  0.0005
On-site energies, c=0 (eV): -7.4803  -9.2755  -5.9316
H12, H23 with c=0 (eV): -3.0889  -1.5606
H12, H23 with V+c (eV): -2.0409  -1.0336
Levels, c=0 (eV): -9.8075  -6.6694  -5.4510
Levels, V+c (eV): -4.8075  -1.6694  -0.4510
Levels, on-site only (eV): -5.6332  -1.3762  0.6638
On-site-only level shifts (eV): 4.1743  5.2932  6.1147
Bounds c/s_max, c/s_min (eV): 4.0491  6.5309
Mean on-site-only shift: 5.1940 eV
Initial slopes dE/dc: 0.8495  1.1078  1.1591
Ground-state overlap with original, V+c: 1.0000
Ground-state overlap with original, on-site only: 0.9940
verified
```
